# CAM-B3LYP Exact-Exchange Parameters in Three Range-Separation Conventions: a numerical check

```python
"""
Result under test: the CAM-B3LYP exact-exchange matrix is the same in the forms
  alpha*K_full + beta*K_LR,
  c_short*K_SR + c_long*K_LR,  c_short = alpha, c_long = alpha + beta,
  f_full*K_full + s_short*K_SR,  f_full = alpha + beta, s_short = -beta.
Kernels: full 1/r, LR erf(mu r)/r, SR erfc(mu r)/r.
K_ij = sum_kl P_kl (ik|lj), P = spin-summed density matrix, and the closed-shell
exchange energy is -1/4 sum_ij P_ij K_ij. Hartree atomic units throughout.
"""
import itertools
import numpy as np
from scipy.special import erf, erfc
from pyscf import gto, scf
from pyscf.dft import libxc

alpha, beta, mu = 0.19, 0.46, 0.33
c_short, c_long = alpha, alpha + beta
f_full, s_short = alpha + beta, -beta


def library_integrals(mol):
    """Two-electron integrals; a negative range parameter selects erfc."""
    result = {}
    for name, omega in (("full", 0.0), ("SR", -mu), ("LR", mu)):
        with mol.with_range_coulomb(omega):
            result[name] = mol.intor("int2e", aosym="s1")
    return result


def exchange(eri, density):
    return np.einsum("iklj,kl->ij", eri, density)


def three_forms(k):
    return [alpha * k["full"] + beta * k["LR"],
            c_short * k["SR"] + c_long * k["LR"],
            f_full * k["full"] + s_short * k["SR"]]


def spread(matrices):
    return max(np.max(np.abs(a - b))
               for a, b in itertools.combinations(matrices, 2))


# Local exchange fraction r*w(r), including its two limits
distances = np.array([1e-10, 1.0, 1.0 / mu, 10.0, 100.0])
fraction = alpha + beta * erf(mu * distances)
assert np.allclose(fraction, c_short * erfc(mu * distances)
                   + c_long * erf(mu * distances), atol=1e-13)
assert np.allclose(fraction, f_full + s_short * erfc(mu * distances), atol=1e-13)
assert abs(fraction[0] - c_short) < 1e-9
assert abs(fraction[-1] - c_long) < 1e-12

# H2: library integrals and the density fixed by symmetry
bond = 1.4
h2 = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, bond)]],
           unit="Bohr", basis="sto-3g", verbose=0)
overlap = h2.intor("int1e_ovlp")
S = overlap[0, 1]
P_h2 = np.full((2, 2), 1.0 / (1.0 + S))
h2_scf = scf.RHF(h2).run(conv_tol=1e-12)
assert np.allclose(h2_scf.make_rdm1(), P_h2, atol=1e-7)
eri_h2 = library_integrals(h2)
K_h2 = {name: exchange(eri, P_h2) for name, eri in eri_h2.items()}

# Independent road: radial quadrature over the electron separation
exponents = h2.bas_exp(0)
weights = h2.bas_ctr_coeff(0)[:, 0] * (2 * exponents / np.pi) ** 0.75
pair_sum = exponents[:, None] + exponents[None, :]
self_overlap = np.sum(np.outer(weights, weights) * (np.pi / pair_sum) ** 1.5)
weights = weights / np.sqrt(self_overlap)
centres = np.array([0.0, bond])
nodes, node_weights = np.polynomial.legendre.leggauss(400)
r_max = 18.0
r = 0.5 * r_max * (nodes + 1)
dr = 0.5 * r_max * node_weights


def charge_pair(i, j):
    """Exponents, centres and total charges of the Gaussian products."""
    a, b = exponents[:, None], exponents[None, :]
    p = a + b
    centre = (a * centres[i] + b * centres[j]) / p
    charge = (np.outer(weights, weights) * (np.pi / p) ** 1.5
              * np.exp(-a * b / p * (centres[i] - centres[j]) ** 2))
    return p.ravel(), centre.ravel(), charge.ravel()


pairs = {(i, j): charge_pair(i, j) for i in range(2) for j in range(2)}
assert abs(pairs[0, 1][2].sum() - S) < 1e-9


def quadrature_integrals(r_times_kernel):
    eri = np.zeros((2, 2, 2, 2))
    for i, j, k, l in itertools.product(range(2), repeat=4):
        p, p_centre, p_charge = pairs[i, j]
        q, q_centre, q_charge = pairs[k, l]
        rho = (p[:, None] * q / (p[:, None] + q))[:, :, None]
        R = np.abs(p_centre[:, None] - q_centre)[:, :, None]
        x = 4 * rho * r * R + 1e-30
        angular_mean = np.exp(-rho * (r - R) ** 2) * (-np.expm1(-x) / x)
        # sinh(y)/y = exp(y)*(1-exp(-2y))/(2y), with x = 2y
        integrand = 4 * np.pi * r * r_times_kernel * 2 * angular_mean / 2
        radial = (rho[:, :, 0] / np.pi) ** 1.5 * (integrand @ dr)
        eri[i, j, k, l] = p_charge @ radial @ q_charge
    return eri


for name, factor in (("full", np.ones_like(r)), ("SR", erfc(mu * r)),
                     ("LR", erf(mu * r))):
    assert np.allclose(quadrature_integrals(factor), eri_h2[name], atol=1e-8)
K_direct = exchange(quadrature_integrals(alpha + beta * erf(mu * r)), P_h2)
forms_h2 = three_forms(K_h2)
for matrix in forms_h2:
    assert np.allclose(matrix, K_direct, atol=1e-8)

# Hand formulas for the two distinct matrix elements
for name, g in eri_h2.items():
    shared = 2 * g[0, 0, 0, 1] + g[0, 1, 0, 1]
    assert abs((g[0, 0, 0, 0] + shared) / (1 + S) - K_h2[name][0, 0]) < 1e-9
    assert abs((g[0, 0, 1, 1] + shared) / (1 + S) - K_h2[name][0, 1]) < 1e-9

# Recover coefficients from the direct matrix without the translation rules
recovered = {}
for first, second, expected in (("full", "LR", (alpha, beta)),
                                ("SR", "LR", (c_short, c_long)),
                                ("full", "SR", (f_full, s_short))):
    columns = np.column_stack([K_h2[first].ravel(), K_h2[second].ravel()])
    fit = np.linalg.lstsq(columns, K_direct.ravel(), rcond=None)[0]
    assert np.allclose(fit, expected, atol=1e-5)
    recovered[first, second] = fit

# Parameters stored by libxc use the full-plus-short-range convention
stored_mu, stored_full, stored_short = libxc.rsh_coeff("camb3lyp")
assert np.allclose([stored_mu, stored_full + stored_short, -stored_short],
                   [mu, alpha, beta], atol=1e-12)

# Water: general matrices with p functions
oh_length, angle_degrees = 1.8, 104.5
half_angle = np.radians(angle_degrees / 2)
y, z = oh_length * np.sin(half_angle), oh_length * np.cos(half_angle)
water = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
              unit="Bohr", basis="6-31g", verbose=0)
water_scf = scf.RHF(water).run(conv_tol=1e-11)
assert water_scf.converged
P_water = water_scf.make_rdm1()
eri_water = library_integrals(water)
K_water = {name: exchange(eri, P_water) for name, eri in eri_water.items()}
forms_water = three_forms(K_water)
split_error = np.max(np.abs(K_water["SR"] + K_water["LR"] - K_water["full"]))
assert split_error < 1e-8
assert spread(forms_water) < 1e-8
P_random = np.random.default_rng(7).normal(size=P_water.shape)
K_random = {name: exchange(eri, P_random) for name, eri in eri_water.items()}
assert np.max(np.abs(P_random - P_random.T)) > 0.1
assert spread(three_forms(K_random)) < 1e-7


def exchange_energy(matrix):
    return -0.25 * np.sum(P_water * matrix)


correct_energy = exchange_energy(forms_water[0])
wrong_full_short = exchange_energy(alpha * K_water["full"] + beta * K_water["SR"])
wrong_short_long = exchange_energy(alpha * K_water["SR"] + beta * K_water["LR"])
swapped = exchange_energy(c_long * K_water["SR"] + c_short * K_water["LR"])
assert abs(wrong_full_short - swapped) < 1e-7
assert abs(wrong_full_short - correct_energy) > 0.01
assert abs(wrong_short_long - correct_energy) > 0.01

print(f"alpha, beta: {alpha:.2f}, {beta:.2f}; mu = {mu:.2f} bohr^-1")
print(f"short, long fractions: {c_short:.2f}, {c_long:.2f}")
print(f"full, short-range coefficients: {f_full:.2f}, {s_short:.2f}")
print(f"libxc stored mu, full, short: {stored_mu:.2f} bohr^-1, "
      f"{stored_full:.2f}, {stored_short:.2f}")
for distance, value in zip(distances, fraction):
    print(f"exchange fraction at r = {distance:.4g} bohr: {value:.6f}")
print(f"H2, STO-3G: bond = {bond:.1f} bohr, S = {S:.6f}, "
      f"P element = {P_h2[0, 0]:.6f}")
print("H2 integrals (hartree): (11|11), (11|12), (12|12), (11|22)")
for name, g in eri_h2.items():
    print(f"  {name:4s} {g[0,0,0,0]:.6f} {g[0,0,0,1]:.6f} "
          f"{g[0,1,0,1]:.6f} {g[0,0,1,1]:.6f}")
print("H2 exchange matrix elements (hartree): K11, K12")
for name, matrix in K_h2.items():
    print(f"  {name:4s} {matrix[0,0]:.6f} {matrix[0,1]:.6f}")
labels = ("alpha-beta", "short-long", "full-plus-short")
for label, matrix in zip(labels, forms_h2):
    print(f"  {label:16s} {matrix[0,0]:.6f} {matrix[0,1]:.6f}")
print(f"  direct quadrature {K_direct[0,0]:.6f} {K_direct[0,1]:.6f}")
print(f"H2 largest form-quadrature difference: "
      f"{max(np.max(np.abs(m - K_direct)) for m in forms_h2):.1e} hartree")
for (first, second), fit in recovered.items():
    print(f"recovered coefficients of {first}, {second}: "
          f"{fit[0]:.5f}, {fit[1]:.5f}")
print(f"water, 6-31G: OH = {oh_length:.1f} bohr, angle = "
      f"{angle_degrees:.1f} degrees, basis functions = {water.nao}")
for name, matrix in K_water.items():
    print(f"water exchange energy, {name}: {exchange_energy(matrix):.6f} hartree")
for label, matrix in zip(labels, forms_water):
    print(f"water energy, {label}: {exchange_energy(matrix):.6f} hartree")
print(f"water largest difference among forms: {spread(forms_water):.1e} hartree")
print(f"wrong: (0.19, 0.46) in full-short slots: {wrong_full_short:.6f} hartree")
print(f"  error: {wrong_full_short - correct_energy:.6f} hartree")
print(f"wrong: (0.19, 0.46) in short-long slots: {wrong_short_long:.6f} hartree")
print(f"  error: {wrong_short_long - correct_energy:.6f} hartree")
print("PASS")
```

Printed output:

```
alpha, beta: 0.19, 0.46; mu = 0.33 bohr^-1
short, long fractions: 0.19, 0.65
full, short-range coefficients: 0.65, -0.46
libxc stored mu, full, short: 0.33 bohr^-1, 0.65, -0.46
exchange fraction at r = 1e-10 bohr: 0.190000
exchange fraction at r = 1 bohr: 0.355268
exchange fraction at r = 3.03 bohr: 0.577642
exchange fraction at r = 10 bohr: 0.649999
exchange fraction at r = 100 bohr: 0.650000
H2, STO-3G: bond = 1.4 bohr, S = 0.659318, P element = 0.602657
H2 integrals (hartree): (11|11), (11|12), (12|12), (11|22)
  full 0.774606 0.444108 0.297029 0.569676
  SR   0.444487 0.231707 0.156562 0.257249
  LR   0.330119 0.212401 0.140467 0.312427
H2 exchange matrix elements (hartree): K11, K12
  full 1.181118 1.057615
  SR   0.641506 0.528666
  LR   0.539611 0.528949
  alpha-beta       0.472633 0.444263
  short-long       0.472633 0.444263
  full-plus-short  0.472633 0.444263
  direct quadrature 0.472633 0.444263
H2 largest form-quadrature difference: 1.0e-14 hartree
recovered coefficients of full, LR: 0.19000, 0.46000
recovered coefficients of SR, LR: 0.19000, 0.65000
recovered coefficients of full, SR: 0.65000, -0.46000
water, 6-31G: OH = 1.8 bohr, angle = 104.5 degrees, basis functions = 13
water exchange energy, full: -8.958140 hartree
water exchange energy, SR: -7.226608 hartree
water exchange energy, LR: -1.731533 hartree
water energy, alpha-beta: -2.498552 hartree
water energy, short-long: -2.498552 hartree
water energy, full-plus-short: -2.498552 hartree
water largest difference among forms: 2.1e-14 hartree
wrong: (0.19, 0.46) in full-short slots: -5.026286 hartree
  error: -2.527734 hartree
wrong: (0.19, 0.46) in short-long slots: -2.169561 hartree
  error: 0.328991 hartree
PASS
```
